# Why Cu⁺ Drifts Faster Than Lighter Ar⁺ in Weak-Field Argon

**Question.** Singly charged copper and argon ions drift through argon at room temperature in the same weak electric field. The copper ion is about 1.6 times heavier. When the attraction between ion and induced dipole controls the collisions, mobility falls with increasing mass. Why, then, can Cu⁺ drift faster than Ar⁺?

**Answer.**

## The mechanism

An ion drifts at the speed at which collisions remove momentum as fast as the field supplies it. Both ions polarize argon atoms in the same way, and by that attraction alone Ar⁺ would be the faster.

Ar⁺ has a second way to lose momentum. When it passes an argon atom, an electron can jump across:

$$\mathrm{Ar^+ + Ar\rightarrow Ar+Ar^+}.$$

The initial and final electronic energies are equal, so the jump is resonant and happens even in distant encounters. The fast nucleus goes on as a neutral atom, and the charge stays on a nucleus that had only thermal motion. The drift acquired from the field is lost to the ion population, though neither nucleus need be deflected.

For ground-state Cu⁺ the corresponding reaction, $\mathrm{Cu^++Ar\rightarrow Cu+Ar^+}$, costs roughly 8 eV, or about 300 times $kT$ at 300 K. It is closed at thermal energies. The question is whether the extra momentum loss of Ar⁺ outweighs its advantage in mass.

## From momentum loss to mobility

Let $m$ be the ion mass, $M$ the atom mass, $\mu=mM/(m+M)$ the reduced mass, $\mathbf g$ the relative velocity and $N$ the gas density. An elastic collision through angle $\chi$ removes from the ion, on average over azimuth, the momentum $\mu\mathbf g(1-\cos\chi)$. Summing over impact parameters $b$ defines the momentum-transfer cross-section

$$Q_m=2\pi\int_0^\infty(1-\cos\chi)\,b\,db .$$

Let the field be $\mathcal E$ and the drift velocity $\mathbf v_d$. As a first approximation, take the ion velocities to be a Maxwellian at the gas temperature, shifted by $\mathbf v_d$. The relative velocities then have the distribution

$$f(\mathbf g)\propto e^{-\mu|\mathbf g-\mathbf v_d|^2/2kT}
\simeq e^{-\mu g^2/2kT}\left(1+\frac{\mu\,\mathbf g\cdot\mathbf v_d}{kT}\right),$$

to first order in $v_d$. The unshifted part gives no net force. Since $g_z^2$ averages to $g^2/3$, force balance reads

$$q\mathcal E=N\mu\langle g_z\,gQ_m\rangle
=\frac{N\mu^2v_d}{3kT}\langle g^3Q_m\rangle_0 .$$

The subscript 0 denotes the unshifted average. Set $x=\mu g^2/2kT$, which has the distribution $(2/\sqrt\pi)\sqrt x\,e^{-x}dx$. Then

$$\langle g^3Q_m\rangle_0=\left(\frac{2kT}{\mu}\right)^{3/2}\frac{4}{\sqrt\pi}\,\Omega,
\qquad \Omega=\frac12\int_0^\infty x^2e^{-x}Q_m(xkT)\,dx .$$

Solving for $K=v_d/\mathcal E$ gives

$$K=\frac{3q}{16N}\sqrt{\frac{2\pi}{\mu kT}}\;\frac1\Omega .$$

If $gQ_m=k_m$ is independent of speed, the assumed shape of the distribution does not matter. The balance is then $q\mathcal E=\mu Nk_m\langle g_z\rangle=\mu Nk_mv_d$, so $K=q/(\mu Nk_m)$. The polarization force has this property.

## The polarization limit

Write $k_e=1/(4\pi\varepsilon_0)$ and let $\alpha$ be the polarizability volume of argon. At distance $r$ the ion's field is $k_eq/r^2$, and it induces the dipole $\alpha q/r^2$. The energy of an induced dipole is minus half the product of the two:

$$V(r)=-\frac{k_eq^2\alpha}{2r^4}=-E\left(\frac sr\right)^4,
\qquad s^4=\frac{k_eq^2\alpha}{2E},$$

where $E=\mu g^2/2$. Conservation of energy and angular momentum gives

$$\frac{\mu\dot r^2}{2E}=1-\frac{b^2}{r^2}+\frac{s^4}{r^4}=1-wu^2+u^4,
\qquad u=\frac sr,\quad w=\frac{b^2}{s^2}.$$

The right side is smallest at $u^2=w/2$, where it equals $1-w^2/4$. For $w>2$ this is negative, and the ion turns back at a distance larger than $s$. For $w<2$ it falls inward until a short-range core reflects it. The boundary is the capture radius $b_L=\sqrt2\,s$.

The angle swept on the way in is

$$\varphi=\sqrt w\int_0^{u_t}\frac{du}{\sqrt{1-wu^2+u^4}},\qquad \chi=\pi-2\varphi .$$

For $w>2$, $u_t^2=\tfrac12\left(w-\sqrt{w^2-4}\right)$. For $w<2$ and a point-like core, $u_t=\infty$. Since $b\,db=s^2dw/2$,

$$Q_m=2\pi s^2A,\qquad A=\frac12\int_0^\infty(1-\cos\chi)\,dw=1.105 .$$

Of this number, 0.207 comes from paths outside $b_L$.

Substituting $E=\mu g^2/2$ gives $s^2=(q/g)\sqrt{k_e\alpha/\mu}$. Hence $k_m=gQ_m=2\pi Aq\sqrt{k_e\alpha/\mu}$ is indeed constant, and

$$K_{\rm pol}=\frac{q}{\mu Nk_m}=\frac{1}{2\pi A N\sqrt{k_e\alpha\mu}} .$$

The charge has cancelled, and so has the temperature at fixed $N$. The mass enters through $\mu^{-1/2}$. With reduced masses 19.97 u for Ar⁺ and 24.53 u for Cu⁺,

$$\frac{K_{\rm pol}(\mathrm{Cu^+})}{K_{\rm pol}(\mathrm{Ar^+})}=\sqrt{\frac{19.97}{24.53}}=0.902 .$$

Polarization alone makes copper about 10% slower.

## How far the electron can jump

With the charge near either of two identical nuclei, the electronic eigenstates are the symmetric and antisymmetric combinations, split in energy by $\Delta(r)$. A charge that starts on one nucleus is an equal superposition of both. During the encounter they acquire a phase difference $2\eta$, and the probability of finding the charge on the other nucleus is

$$P=\sin^2\eta,\qquad \eta=\frac1{2\hbar}\int_{-\infty}^{\infty}\Delta\,dt .$$

The splitting arises from overlapping electronic tails, so it is modelled as $\Delta\propto e^{-\kappa r}$ with $\kappa=\sqrt{2m_eI}/\hbar$. A rough ionization energy $I=15.8$ eV gives $\kappa=2.04$ Å⁻¹. The missing electron of Ar⁺ belongs to a p shell, so the real splitting also depends on how the hole is oriented relative to the line between the nuclei. The single exponential, and the single radius derived from it below, stand for an average over orientations. In close encounters $\eta$ is large and varies rapidly with $b$, so $P$ averages to 1/2. In distant ones it vanishes.

To place the edge $R$ for straight paths, write $\eta\simeq\eta_ce^{-\kappa(b-R)}$ near it. Integration by parts, with $b$ regarded as a function of $\eta$, gives

$$\int_0^\infty\sin^2\eta\;b\,db\simeq\int_0^\infty\frac{b^2}{2}\sin2\eta\,d\eta,
\qquad b^2\simeq R^2-\frac{2R}{\kappa}\ln\frac{\eta}{\eta_c}.$$

The upper limit is infinite because $\eta$ is very large at small $b$. The oscillating integrals are taken with a slowly decaying factor that is removed at the end:

$$\int_0^\infty\sin y\,dy=1,\qquad \int_0^\infty\sin y\,\ln y\,dy=-\gamma,$$

where $\gamma$ is Euler's constant. With $y=2\eta$, the logarithmic correction is proportional to $-\gamma-\ln(2\eta_c)$. It vanishes if $\eta_c=e^{-\gamma}/2=0.281$, which defines $R$. What remains is $R^2/4$, so

$$Q_{\rm ex}=2\pi\frac{R^2}{4}=\frac{\pi R^2}{2}.$$

For $R=6$ Å this is 56.5 Å². Direct integration of $\sin^2\eta$ for the exponential splitting gives 56.2 Å², so a disc with exchange probability 1/2 is a good replacement here.

## What exchange does to momentum transfer

For equal masses, let $\mathbf V$ be the centre-of-mass velocity and $\mathbf g'$ the relative velocity after the collision. The ion enters with velocity $\mathbf V+\mathbf g/2$. Without exchange it leaves with $\mathbf V+\mathbf g'/2$; with exchange the charge leaves on the other nucleus, with $\mathbf V-\mathbf g'/2$. The factor in the momentum loss changes from $1-\cos\chi$ to $1+\cos\chi$. Inside the disc the average is

$$\tfrac12(1-\cos\chi)+\tfrac12(1+\cos\chi)=1 .$$

The elastic angle has dropped out. A core smaller than both $R$ and $s$ therefore has no effect on $Q_m$ for Ar⁺ in this model, because paths outside the disc never reach it. For straight paths $Q_m=\pi R^2=2Q_{\rm ex}$.

Attraction bends in paths that would otherwise miss. I take exchange to have mean probability 1/2 whenever the closest approach is less than $R$. If $R>s$, the limiting path turns at $r=R$, where $1-b^2/R^2+s^4/R^4=0$. If $R<s$, all captured paths qualify. Thus

$$b_x^2=\begin{cases}R^2+s^4/R^2,&R>s,\\2s^2,&R<s,\end{cases}$$

$$Q_m=\pi b_x^2+\pi s^2\int_{b_x^2/s^2}^{\infty}(1-\cos\chi)\,dw .$$

Two limits show what matters. For slow collisions $s$ exceeds $R$, and capture already brings the partners together. The factor $A=1.105$ is replaced by $1+0.207=1.207$, so exchange lowers the Ar⁺ mobility by only about 8%. That does not overcome the mass advantage. For fast collisions $s\ll R$, $Q_m$ tends to $\pi R^2$ while the polarization cross-section keeps shrinking. Against a Cu⁺ ion with a point-like core, the reversal therefore needs more than resonance: the electron must jump at distances larger than $s$, beyond the region where polarization captures the ion. A hard core of finite size on Cu⁺ would ease this condition, though a realistic attractive well does not, as discussed below.

## The numbers at 300 K

Take the rough values $\alpha=1.6$ Å³ and $R=6$ Å, with $R$ held fixed as the speed varies. Mobilities refer to the standard density $2.687\times10^{19}$ cm⁻³.

The weight $x^2e^{-x}$ in $\Omega$ has mean $x=3$, so $E=3kT$ is a representative energy. There $s=3.49$ Å and $b_L=4.94$ Å, whereas

$$b_x=\sqrt{6^2+\frac{3.49^4}{6^2}}\ \text{Å}=6.33\ \text{Å}.$$

The exchange disc reaches well beyond the capture radius. About 134 partial waves fit inside $b_L$, which supports the use of classical paths.

Averaged over energy, $\Omega$ is 97.4 Å² for either ion with polarization alone. Exchange raises it to 136.4 Å² for Ar⁺, a factor of 1.40. Reversing the order requires a factor above $1/0.902=1.11$. The mobilities are:

- Ar⁺, polarization alone: 2.45 cm²/Vs
- Cu⁺, polarization alone: 2.22 cm²/Vs
- Ar⁺ with exchange: $2.454\times97.4/136.4=1.75$ cm²/Vs

Copper is now faster by a factor of 1.26.

The shifted Maxwellian is an approximation for Ar⁺ with exchange. A simulation of random collisions, in which charges actually change nuclei, gives $1.803\pm0.015$ cm²/Vs, 2.8% above the formula; the second Chapman–Enskog approximation accounts for about 0.75% (1.77 cm²/Vs), and the rest is about 2.4 standard errors of the simulation. That run included a hard core of radius 2.5 Å, which the formula omits, so the agreement also supports the cancellation of the elastic angle. The simulated Cu⁺ value is $2.204\pm0.014$ cm²/Vs, and the ratio of the simulated values is 1.22, with a standard error of about 0.013.

## How firm the conclusion is

The result depends strongly on the exchange radius. The Ar⁺ mobility is 2.09 cm²/Vs for $R=5$ Å and 1.57 cm²/Vs for $R=6.5$ Å, below the copper value in both cases. For $R=4$ Å it is 2.25 cm²/Vs, and the order no longer reverses against a point-core Cu⁺. The crossing lies near $R=4.4$ Å, well beyond $s=3.49$ Å at $3kT$; for smaller $R$, Ar⁺ leads by only about 1.5%. The radius also depends on speed: doubling the speed halves $\eta$ and moves the edge from 6 to 5.65 Å.

For Cu⁺ the core does matter, since no exchange average removes the elastic angle. Hard cores of 2.0 to 3.0 Å give 2.45 to 2.54 cm²/Vs, 10 to 15% above the point-core value. This gain belongs to the hard-core model and should not be read as the correction for real Cu⁺, which binds to argon in a well of roughly 0.4 to 0.5 eV near 2.3 Å. Soft 12-6-4 and 10-6-4 potentials with the same $r^{-4}$ tail and such a well give about 2.1 to 2.3 cm²/Vs, within a few percent of the point-core value and still above the Ar⁺ value for $R=6$ Å. Excited ions are left out.

Heating the gas to 500 K at fixed density lowers the Ar⁺ mobility to 1.47 cm²/Vs, while the polarization value for Cu⁺ stays at 2.22 cm²/Vs. A constant cross-section would give $K\propto T^{-1/2}$, hence 1.36 cm²/Vs. With $R$ fixed, the fall in the model is gentler because the polarization contribution to $Q_m$ shrinks as collisions become faster. The decrease of $R$ with speed, left out here, would make it gentler still.

## Beside a real plasma

Copper ions in argon occur in sputter deposition. At 1 Torr, 300 K and 2 V/cm, the reduced field is 6.2 Td. The mobilities at that density are 1464 cm²/Vs for Ar⁺ and 1849 cm²/Vs for Cu⁺, and the drift speeds are 29 and 37 m/s. The mean thermal speed of argon is 399 m/s, so the field is weak. The measured standard-density mobility of Ar⁺ is roughly 1.5 cm²/Vs; the model is therefore somewhat high. Raising $R$ to 6.5 Å, which gives 1.57 cm²/Vs, removes most of the difference.

At 10 mTorr and the same field, the weak-field assumption breaks. The same 2 V/cm corresponds to 621 Td, and the weak-field mobility would predict an Ar⁺ drift of 7.3 thermal speeds, contradicting its own premise.

A strong-field estimate shows the size of the error. Let each exchange leave the ion at rest, and keep $Q_{\rm ex}$ fixed. Over one mean free path $\lambda=1/(NQ_{\rm ex})$ the ion gains

$$q\mathcal E\lambda=\frac{q(\mathcal E/N)}{Q_{\rm ex}}
=\frac{621\times10^{-21}}{56.5\times10^{-20}}\ \text{eV}\simeq1.1\ \text{eV}.$$

An ion started at rest survives to distance $z$ with probability $e^{-z/\lambda}$, where $z=mv^2/(2q\mathcal E)$. In a uniform steady state, the density at speed $v$ is proportional to the time spent there, $dt\propto dv$, times this probability. The distribution is therefore $e^{-mv^2/(2q\mathcal E\lambda)}$ for $v>0$, with mean $\sqrt{2q\mathcal E\lambda/(\pi m)}$. Dividing by the thermal speed $\sqrt{8kT/(\pi m)}$ gives $\sqrt{q\mathcal E\lambda/(4kT)}\simeq3.3$, less than half the extrapolated 7.3. The factor of 1.26 between copper and argon belongs to the weak-field case and should not be carried into low-pressure discharges or sheaths.

The numerical output below lists the inputs and results.

## Table of computed values

```
Gas temperature: 300 K
Ar polarizability, rough input: 1.6 A^3
Exchange radius R, rough input: 6.0 A
Masses Ar, Cu: 39.948, 63.546 u
Reduced masses Ar+/Ar, Cu+/Ar: 19.97, 24.53 u
Standard density N0: 2.6868e+19 cm^-3
Polarization factor A: 1.1051
Part of A from outside b_L: 0.2073
Deflection at b=1.8s, path / formula: -0.2886 / -0.2886 rad
At E=3kT: s = 3.49 A, b_L = 4.94 A
At E=3kT: b_x = 6.33 A
Omega Ar+, polarization only: 97.4 A^2
Omega Ar+, with exchange: 136.4 A^2
Omega Cu+, polarization only: 97.4 A^2
K Ar+, polarization only: 2.454 cm2/Vs
K Cu+, polarization only: 2.215 cm2/Vs
K Ar+, with exchange: 1.753 cm2/Vs
Ratio Cu+/Ar+, polarization only: 0.902
Ratio Cu+/Ar+, exchange in Ar+: 1.263
Grid refinement shift of K Ar+: 1.2e-07 cm2/Vs
Simulated K Ar+, no exchange: 2.457 +- 0.018 cm2/Vs
Simulated K Cu+: 2.204 +- 0.014 cm2/Vs
Simulated K Ar+, exchange and 2.5 A core: 1.803 +- 0.015 cm2/Vs
Simulation / first approximation: 1.028
Ar ionization energy, rough input: 15.8 eV
Exchange decay constant: 2.036 A^-1
Cutoff phase: 0.2807 rad
Q_ex, phase integral / half disc: 56.22 / 56.55 A^2
R after doubling collision speed: 5.65 A
K Ar+ for R = 4.0 A: 2.248 cm2/Vs
K Ar+ for R = 5.0 A: 2.091 cm2/Vs
K Ar+ for R = 5.5 A: 1.933 cm2/Vs
K Ar+ for R = 6.5 A: 1.574 cm2/Vs
K Cu+ for hard core 2.0 A: 2.446 cm2/Vs
K Cu+ for hard core 2.5 A: 2.499 cm2/Vs
K Cu+ for hard core 3.0 A: 2.539 cm2/Vs
K Ar+ with exchange at 500 K: 1.466 cm2/Vs
Cu+ exchange cost 8 eV (rough) / kT: 309
Example: 1 Torr, 2 V/cm, E/N = 6.21 Td
Mobility at 1 Torr, Ar+ / Cu+: 1464 / 1849 cm2/Vs
Drift speed Ar+ / Cu+: 29.3 / 37.0 m/s
Mean thermal speed of Ar: 399 m/s
Largest field heating of collisions: 2.19 K
Partial waves up to b_L at 3kT: 134
Same field at 10 mTorr: E/N = 621 Td
Weak-field Ar+ drift there / thermal speed: 7.3
```
